# Wigner's 2n+1 and 2n+2 Rules for Molecular Energy Derivatives: a program that tests the result

```python
"""
Result under test: Wigner's 2n+1 rule and the 2n+2 rule for multipliers.
 Variational energy, parameters through order n: energy through order 2n+1.
 Lagrangian L = E + mu.e, parameters through order p, multipliers through
 order q <= p: energy through order p+q+1 (p=n+1, q=n gives 2n+2).
Test system: H3+, full CI in 6-31G, coordinates = the three bond lengths.
 H : singlet two-electron Hamiltonian matrix, first basis vector = reference
 t : amplitudes of the other basis vectors, reference coefficient = 1
 projected energy    E(t) = H00 + h.t
 amplitude equations e(t) = h + A t - t E(t) = 0
 mu: multipliers of these equations
 variational form: Rayleigh quotient of v = (1, t)
Internal units are hartree and bohr; printed units are eV and angstrom.
"""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
bonds_angstrom = np.array([0.85, 0.90, 0.95])
x0 = bonds_angstrom / BOHR


def positions(bonds):
    r12, r13, r23 = bonds
    x = (r12**2 + r13**2 - r23**2) / (2 * r12)
    return np.array([[0, 0, 0], [r12, 0, 0],
                     [x, math.sqrt(r13**2 - x**2), 0]], dtype=float)


mol = gto.M(atom=[("H", tuple(p)) for p in positions(x0)], unit="Bohr",
            basis="6-31g", charge=1, spin=0, verbose=0)
norb = mol.nao_nr()

# Columns: normalized symmetric products of two orthonormal orbitals.
columns = []
for p in range(norb):
    for q in range(p, norb):
        m = np.zeros((norb, norb))
        m[p, q] = m[q, p] = 1.0
        columns.append(m.ravel() / np.linalg.norm(m))
singlet = np.array(columns).T
dim = singlet.shape[1]


def orthonormal_integrals(bonds):
    """One- and two-electron integrals in the Loewdin basis."""
    mol.set_geom_(positions(bonds), unit="Bohr")
    s, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = (u / np.sqrt(s)) @ u.T
    h = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    XX = np.kron(X, X)
    g = XX @ mol.intor("int2e").reshape(norb**2, norb**2) @ XX
    return h, g.reshape((norb,) * 4)


def singlet_hamiltonian(bonds):
    h, g = orthonormal_integrals(bonds)
    one = np.eye(norb)
    full = np.kron(h, one) + np.kron(one, h)
    full = full + g.transpose(0, 2, 1, 3).reshape(norb**2, norb**2)
    return singlet.T @ full @ singlet + np.sum(1 / bonds) * np.eye(dim)


# Reference: both electrons in the lowest one-electron orbital at x0.
orbital = np.linalg.eigh(orthonormal_integrals(x0)[0])[1][:, 0]
reference = singlet.T @ np.kron(orbital, orbital)
w = reference - np.eye(dim)[0]
rotation = np.eye(dim) - 2 * np.outer(w, w) / (w @ w)


def hamiltonian(bonds):
    return rotation.T @ singlet_hamiltonian(bonds) @ rotation


# Nine-point central differences on a three-dimensional grid.
step_angstrom = 0.02
step = step_angstrom / BOHR
offsets = np.arange(-4, 5)
powers = np.vander(offsets / 4, 9, increasing=True).T
weights = [np.linalg.solve(powers, math.factorial(d) * np.eye(9)[d])
           / (4 * step)**d for d in range(4)]
weights[0] = np.eye(9)[4]
H_grid = np.array([hamiltonian(x0 + step * np.array(o))
                   for o in itertools.product(offsets, repeat=3)])
H_grid = H_grid.reshape(9, 9, 9, dim, dim)
energies, vectors = np.linalg.eigh(H_grid)
E_grid = energies[..., 0]
t_grid = vectors[..., 1:, 0] / vectors[..., :1, 0]
mu_grid = t_grid / (1 + np.sum(t_grid**2, axis=-1, keepdims=True))


def derivative(grid, indices):
    for c in range(3):
        grid = np.tensordot(weights[indices.count(c)], grid, axes=(0, 0))
    return grid


R3 = range(3)
H0, E0, t0 = H_grid[4, 4, 4], E_grid[4, 4, 4], t_grid[4, 4, 4]
H1 = [derivative(H_grid, (i,)) for i in R3]
H2 = [[derivative(H_grid, (i, j)) for j in R3] for i in R3]
pairs = list(itertools.combinations_with_replacement(R3, 2))
triples = list(itertools.combinations_with_replacement(R3, 3))
H3 = {ijk: derivative(H_grid, ijk) for ijk in triples}


def splits(i, j, k):
    return ((i, j, k), (j, i, k), (k, i, j))


# Independent check of the Hamiltonian matrix by a determinant CI code.
mol.set_geom_(positions(x0), unit="Bohr")
mean_field = scf.RHF(mol)
mean_field.verbose = 0
mean_field.kernel()
E_fci = fci.FCI(mean_field).kernel()[0]
assert abs(E_fci - E0) < 1e-7

# ---- Variational form: partial derivatives of the Rayleigh quotient ----
v = np.concatenate(([1.0], t0))
norm = v @ v


def mean(X):
    return v @ X @ v / norm


def mixed(X, a):
    return 2 * a @ (X @ v - mean(X) * v) / norm


def bend(X, a, b):
    return (2 * a @ (X @ b - mean(X) * b) - 2 * mixed(X, a) * (b @ v)
            - 2 * mixed(X, b) * (a @ v)) / norm


def third(a, b, c):
    return -2 * (bend(H0, a, b) * (c @ v) + bend(H0, a, c) * (b @ v)
                 + bend(H0, b, c) * (a @ v)) / norm


G = 2 * (H0 - E0 * np.eye(dim))[1:, 1:] / norm
var1 = []
for i in R3:
    F = 2 * ((H1[i] - mean(H1[i]) * np.eye(dim)) @ v)[1:] / norm
    var1.append(np.concatenate(([0.0], np.linalg.solve(G, -F))))
grad_var = {(i,): mean(H1[i]) for i in R3}
hess_var = {(i, j): mean(H2[i][j]) + mixed(H1[i], var1[j])
            for i, j in pairs}
cubic_var = {}
for ijk in triples:
    value = mean(H3[ijk]) + third(*[var1[c] for c in ijk])
    for a, b, c in splits(*ijk):
        value += mixed(H2[b][c], var1[a]) + bend(H1[a], var1[b], var1[c])
    cubic_var[ijk] = value


# ---- Non-variational form with multipliers ----
def projected(X, t):
    return X[0, 0] + X[0, 1:] @ t


def equations(X, t):
    return X[1:, 0] + X[1:, 1:] @ t - t * projected(X, t)


def jacobian(X, t):
    return (X[1:, 1:] - projected(X, t) * np.eye(dim - 1)
            - np.outer(t, X[0, 1:]))


def second(X, a, b):
    return -(a * (X[0, 1:] @ b) + b * (X[0, 1:] @ a))


def lagrangian(X, t, mu):
    return projected(X, t) + mu @ equations(X, t)


h0 = H0[0, 1:]
J = jacobian(H0, t0)
mu0 = np.linalg.solve(J.T, -h0)


def L_t(X):
    return X[0, 1:] + jacobian(X, t0).T @ mu0


t1 = [np.linalg.solve(J, -equations(H1[i], t0)) for i in R3]
mu_source = [L_t(H1[i]) - mu0 * (h0 @ t1[i]) - h0 * (mu0 @ t1[i])
             for i in R3]
mu1 = [np.linalg.solve(J.T, -mu_source[i]) for i in R3]


def source2(i, j):
    return (equations(H2[i][j], t0) + jacobian(H1[i], t0) @ t1[j]
            + jacobian(H1[j], t0) @ t1[i] + second(H0, t1[i], t1[j]))


t2 = [[np.linalg.solve(J, -source2(i, j)) for j in R3] for i in R3]
grad_lag = {(i,): lagrangian(H1[i], t0, mu0) for i in R3}
hess_lag = {(i, j): lagrangian(H2[i][j], t0, mu0) + L_t(H1[i]) @ t1[j]
            + L_t(H1[j]) @ t1[i] + mu0 @ second(H0, t1[i], t1[j])
            for i, j in pairs}
cubic_lag, cubic_no_mu1, cubic_t2 = {}, {}, {}
for ijk in triples:
    base = lagrangian(H3[ijk], t0, mu0)
    with_mu1 = with_t2 = 0.0
    for a, b, c in splits(*ijk):
        base += L_t(H2[b][c]) @ t1[a] + mu0 @ second(H1[a], t1[b], t1[c])
        with_mu1 += mu1[a] @ source2(b, c)
        with_t2 += mu_source[a] @ t2[b][c]
    cubic_no_mu1[ijk] = base
    cubic_lag[ijk] = base + with_mu1
    cubic_t2[ijk] = base + with_t2

# ---- Responses against differentiated exact eigenvectors ----
assert np.allclose(mu0, mu_grid[4, 4, 4], atol=1e-9)
for i in R3:
    assert np.allclose(t1[i], derivative(t_grid, (i,)), atol=1e-6)
    assert np.allclose(var1[i][1:], derivative(t_grid, (i,)), atol=1e-6)
    assert np.allclose(mu1[i], derivative(mu_grid, (i,)), atol=1e-6)
for i, j in pairs:
    assert np.allclose(t2[i][j], derivative(t_grid, (i, j)), atol=1e-5)

# ---- Energy derivatives against the differentiated lowest eigenvalue ----
# Tolerances cover finite-difference truncation and integral round-off.
direct = {k: derivative(E_grid, k) for k in
          [(i,) for i in R3] + pairs + triples}
variational = {**grad_var, **hess_var, **cubic_var}
multiplier = {**grad_lag, **hess_lag, **cubic_lag}
tolerance = {1: 1e-8, 2: 1e-7, 3: 5e-6}
worst = {1: 0.0, 2: 0.0, 3: 0.0}
for k in direct:
    for table in (variational, multiplier):
        gap = abs(table[k] - direct[k])
        worst[len(k)] = max(worst[len(k)], gap)
        assert gap < tolerance[len(k)], (k, gap)
for k in triples:
    assert abs(cubic_t2[k] - direct[k]) < tolerance[3]

# ---- What is lost without multipliers or without their response ----
grad_plain = {(i,): projected(H1[i], t0) for i in R3}
hess_plain = {(i, j): projected(H2[i][j], t0) + H1[i][0, 1:] @ t1[j]
              + H1[j][0, 1:] @ t1[i] for i, j in pairs}
for i in R3:
    assert abs(grad_plain[(i,)] + h0 @ t1[i] - direct[(i,)]) < 1e-7
for i, j in pairs:
    full = hess_plain[(i, j)] + h0 @ t2[i][j]
    assert abs(full - direct[(i, j)]) < 1e-6


def largest_loss(table):
    return max(abs(table[k] - direct[k]) for k in table)


losses = [largest_loss(d) for d in (grad_plain, hess_plain, cubic_no_mu1)]
assert min(losses) > 1e-4

# ---- Measured order of the energy error for truncated expansions ----
directions = np.vstack([np.eye(3), np.ones(3) / math.sqrt(3)])
directions = np.vstack([directions, -directions])
radii_angstrom = (0.08, 0.04)
expected = {("var", 0): 2, ("var", 1): 4, ("var", 2): 6,
            ("lag", 0, 0): 2, ("lag", 1, 0): 3, ("lag", 1, 1): 4,
            ("lag", 2, 0): 4, ("lag", 2, 1): 5}
rms = {key: [] for key in expected}
t1a, t2a, mu1a = np.array(t1), np.array(t2), np.array(mu1)
for radius in radii_angstrom:
    squares = {key: 0.0 for key in expected}
    for d in directions:
        s = d * radius / BOHR
        H = hamiltonian(x0 + s)
        exact = np.linalg.eigvalsh(H)[0]
        t_first = t0 + s @ t1a
        t_second = t_first + 0.5 * np.einsum("i,j,ijk->k", s, s, t2a)
        ts, mus = (t0, t_first, t_second), (mu0, mu0 + s @ mu1a)
        for key in expected:
            if key[0] == "var":
                z = np.concatenate(([1.0], ts[key[1]]))
                value = z @ H @ z / (z @ z)
            else:
                value = lagrangian(H, ts[key[1]], mus[key[2]])
            squares[key] += (value - exact)**2
    for key in expected:
        rms[key].append(math.sqrt(squares[key] / len(directions)))
order = {k: math.log2(r[0] / r[1]) for k, r in rms.items()}
for key in expected:
    assert abs(order[key] - expected[key]) < 0.3, (key, order[key])

# ---- Report ----
print("H3+ bond lengths r1 r2 r3 (angstrom):", *bonds_angstrom)
print("orbitals, singlet functions, amplitudes:", norb, dim, dim - 1)
print(f"difference-grid step: {step_angstrom} angstrom")
print(f"full CI energy: {E0 * HARTREE:.5f} eV = {E0:.7f} hartree")
print(f"reference energy H00: {H0[0, 0] * HARTREE:.5f} eV")
print(f"squared amplitude norm t.t: {t0 @ t0:.5f}")
print(f"lowest eigenvalue of G: {np.linalg.eigvalsh(G)[0] * HARTREE:.3f} eV")
print("columns: direct, variational, Lagrangian")
for k in direct:
    n = len(k)
    f = HARTREE / BOHR**n
    unit = "eV/angstrom" + ("" if n == 1 else f"^{n}")
    name = "E_" + "".join(str(c + 1) for c in k)
    print(f"{name} ({unit}): {direct[k] * f:.4f} "
          f"{variational[k] * f:.4f} {multiplier[k] * f:.4f}")
print(f"E_111 in hartree/bohr^3: {cubic_lag[(0, 0, 0)]:.5f}")
for n in (1, 2, 3):
    print(f"largest deviation, order {n}: "
          f"{worst[n] * HARTREE / BOHR**n:.1e} eV/angstrom^{n}")
names = ("gradient without mu", "Hessian without mu and t^ij",
         "cubic without mu^i")
for n, (name, loss) in enumerate(zip(names, losses), 1):
    print(f"largest error, {name}: "
          f"{loss * HARTREE / BOHR**n:.4f} eV/angstrom^{n}")
print("first-order responses t^i, mu^i; second-order t^ij:",
      len(t1), len(mu1), len(pairs))
print("rms energy errors at displacements (angstrom):", *radii_angstrom)
for key in expected:
    label = (f"variational n={key[1]}" if key[0] == "var"
             else f"Lagrangian p={key[1]} q={key[2]}")
    print(f"{label}: {rms[key][0] * HARTREE:.2e} "
          f"{rms[key][1] * HARTREE:.2e} eV, power {order[key]:.2f}")
print("verified")
```

Running it gives:

```
H3+ bond lengths r1 r2 r3 (angstrom): 0.85 0.9 0.95
orbitals, singlet functions, amplitudes: 6 21 20
difference-grid step: 0.02 angstrom
full CI energy: -35.40473 eV = -1.3010997 hartree
reference energy H00: -33.84866 eV
squared amplitude norm t.t: 0.03645
lowest eigenvalue of G: 36.308 eV
columns: direct, variational, Lagrangian
E_1 (eV/angstrom): -0.2343 -0.2343 -0.2343
E_2 (eV/angstrom): 0.6353 0.6353 0.6353
E_3 (eV/angstrom): 1.2841 1.2841 1.2841
E_11 (eV/angstrom^2): 19.6310 19.6310 19.6310
E_12 (eV/angstrom^2): -0.6620 -0.6620 -0.6620
E_13 (eV/angstrom^2): -0.8664 -0.8664 -0.8664
E_22 (eV/angstrom^2): 14.0813 14.0813 14.0813
E_23 (eV/angstrom^2): -1.0961 -1.0961 -1.0961
E_33 (eV/angstrom^2): 9.8559 9.8559 9.8559
E_111 (eV/angstrom^3): -127.9716 -127.9715 -127.9715
E_112 (eV/angstrom^3): -0.6559 -0.6559 -0.6559
E_113 (eV/angstrom^3): -0.7204 -0.7204 -0.7204
E_122 (eV/angstrom^3): -0.2071 -0.2071 -0.2071
E_123 (eV/angstrom^3): 4.1236 4.1236 4.1236
E_133 (eV/angstrom^3): 0.3353 0.3353 0.3353
E_222 (eV/angstrom^3): -96.4938 -96.4938 -96.4938
E_223 (eV/angstrom^3): -0.1721 -0.1721 -0.1721
E_233 (eV/angstrom^3): 0.4332 0.4332 0.4332
E_333 (eV/angstrom^3): -73.4133 -73.4133 -73.4133
E_111 in hartree/bohr^3: -0.69689
largest deviation, order 1: 2.0e-10 eV/angstrom^1
largest deviation, order 2: 1.7e-10 eV/angstrom^2
largest deviation, order 3: 4.3e-06 eV/angstrom^3
largest error, gradient without mu: 1.8636 eV/angstrom^1
largest error, Hessian without mu and t^ij: 3.1562 eV/angstrom^2
largest error, cubic without mu^i: 20.1491 eV/angstrom^3
first-order responses t^i, mu^i; second-order t^ij: 3 3 6
rms energy errors at displacements (angstrom): 0.08 0.04
variational n=0: 4.81e-02 1.20e-02 eV, power 2.00
variational n=1: 1.25e-04 7.79e-06 eV, power 4.00
variational n=2: 4.12e-07 6.43e-09 eV, power 6.00
Lagrangian p=0 q=0: 4.81e-02 1.20e-02 eV, power 2.00
Lagrangian p=1 q=0: 1.50e-03 1.87e-04 eV, power 3.00
Lagrangian p=1 q=1: 1.47e-04 9.19e-06 eV, power 4.00
Lagrangian p=2 q=0: 3.27e-05 2.04e-06 eV, power 4.00
Lagrangian p=2 q=1: 2.73e-06 8.47e-08 eV, power 5.01
verified
```
